Radial moments of hydrogenic atoms and the discrete Chebyshev polynomials, part 2

The moments ⟨r^k⟩ are sought for an electron with quantum numbers n, l bound to a point charge Z (Section 2: non-relativistic, infinite nuclear mass). Atomic units are used, with a = 1 bohr kept visible; E = −Z²/(2n²). Here m = n−l−1, α = 2l+1, s = k+1, and a moment converges only for k > −2l−3. The radial function is R ∝ ρ^l e^(−ρ/2) L_m^α(ρ), with ρ = 2Zr/(na) and L_m^α a Laguerre polynomial. Also (c)_j = c(c+1)…(c+j−1), (c)_0 = 1, C(x,j) = x(x−1)…(x−j+1)/j! and Δf(x) = f(x+1) − f(x).

The integrals J_m(s) = ∫₀^∞ ρ^(α+s) e^(−ρ) [L_m^α(ρ)]² dρ satisfy J_m(1) = 2n (n+l)!/m! and

J_m(s) = Σ_(i=0..m) [(−s)_i/i!]² Γ(α+s+1+m−i)/(m−i)!.   (9)

Σ_m J_m w^m = Γ(α+s+1)(1−w)^(−α−1) P_s((1+w)/(1−w)).   (11)

where P_s(z) = Σ_j c_j(s)[(1−z)/2]^j and c_j(s) = (−s)_j (s+1)_j / (j!)². With

F_s = Σ_(j=0..m) c_j(s) e_j,   e_j = (−m)_j/(α+1)_j,   (13)

one has F_(−s−1) = F_s and, for real s,

(s+1)(α+s+1)F_(s+1) − (2s+1)(2m+α+1)F_s + s(α−s)F_(s−1) = 0.   (21)

The moments obey

⟨r^k⟩ = (1/2n)(na/2Z)^k [Γ(2l+k+3)/(2l+1)!] 3F2(−(n−l−1), −k−1, k+2; 1, 2l+2; 1).   (14)

⟨r^(−s−2)⟩ = (2Z/na)^(2s+1) [Γ(2l+1−s)/Γ(2l+2+s)] ⟨r^(s−1)⟩,   −2l−2 < s < 2l+1.   (15)

(s+1)⟨r^s⟩/n² − (2s+1)(a/Z)⟨r^(s−1)⟩ + (s/4)[(2l+1)² − s²](a/Z)²⟨r^(s−2)⟩ = 0,   s > −2l−1.   (23)

For integer s ≥ 0 the discrete Chebyshev polynomial t_s, of degree s in x with leading coefficient C(2s,s), is

t_s(x,N) = s! Δ^s [C(x,s) C(x−N,s)].   (16)

t_s(x,N) = Σ_(j=0..s) c_j(s) (−x)_j (1−N+j)_(s−j).   (18)

and, where (1−N)_s ≠ 0,

t_s(x,N) = (1−N)_s 3F2(−s, s+1, −x; 1, 1−N; 1).   (19)

With t_0 = 1 and T_s = t_s(m,−α),

⟨r^(s−1)⟩ = (1/2n)(na/2Z)^(s−1) t_s(n−l−1, −2l−1),   s = 0, 1, 2, …   (20)

(s+1)t_(s+1) = (2s+1)(2x−N+1)t_s − s(N²−s²)t_(s−1).   (24)

With y = 2x−N+1,

t_2 = (3y² − N² + 1)/2,
t_3 = y(5y² − 3N² + 7)/2,
t_4 = (35y⁴ − 30N²y² + 3N⁴ + 130y² − 30N² + 27)/8.

The program is the numerical check accompanying the text.

**The edge s → −2l−1.** Take Z = a = 1 and let ε = s+2l+1 tend to zero from above. Near the origin R = c r^l[1 + O(r)], so ⟨r^(s−2)⟩ = ∫R² r^s dr has the integrand c² r^(ε−1)[1 + O(r)]. The leading part gives ∫₀¹ c² r^(ε−1) dr = c²/ε, and the rest stays bounded. The bracket is (α−s)(α+s) = (α−s)ε with α−s → 2α, so the last term of (23) tends to (−α/4)(2α)c² = −α²c²/2. In the other terms s+1 → −2l and −(2s+1) → 4l+1:

(4l+1)⟨r^(−2l−2)⟩ − 2l⟨r^(−2l−1)⟩/n² = (2l+1)² c²/2,   (25)

c² = (2/n)^(2l+3) C(n+l, m)² m!/[2n(n+l)!].

The value of c² comes from ∫R²r²dr = 1, J_m(1) and L_m^α(0) = C(n+l,m). Dropping the last term of (23) at s = −2l−1 because its bracket is zero would give zero on the right of (25), which is wrong. For l = 0, c² = 4/n³ and (25) gives ⟨r^(−2)⟩ = 2/n³, in agreement with (15). The program tests (25) exactly.

## 7. The lattice n = −l…l

By (24) and t_0 = 1, t_1 = y, induction shows that t_s is a polynomial in y and N² only. The pair (x,N) = (n−l−1, −2l−1) has y = 2n−2l−2+2l+1+1 = 2n, and the pair (n+l, 2l+1) has y = 2n+2l−2l−1+1 = 2n and the same N². Hence

t_s(n−l−1, −2l−1) = t_s(n+l, 2l+1).   (26)

The same induction shows that y → −y multiplies t_s by (−1)^s. At fixed l define p_s(ν) = t_s(ν+l, 2l+1), a polynomial of degree s and parity (−1)^s in ν, with p_s(n) = T_s at the physical values n ≥ l+1. The lattice x = 0…N−1 with N = 2l+1 is ν = −l…l, and the physical values n ≥ l+1 begin just outside it.

Orthogonality follows by summation by parts. Let N ≥ 1 and s ≥ 1 be integers and f(x) = C(x,s)C(x−N,s). The first factor vanishes at x = 0…s−1 and the second at x = N…N+s−1. Define f̃ on all integers as f for 0 ≤ x ≤ N+s−1 and zero elsewhere; f̃ can be non-zero only for s ≤ x ≤ N−1. The difference Δ^s f̃(x) = Σ_i (−1)^(s−i)C(s,i) f̃(x+i) uses the points x…x+s. For 0 ≤ x ≤ N−1 it equals Δ^s f(x). For x < 0 all points lie below s, and for x ≥ N all points lie above N−1, so it is zero in both cases. For any polynomial q the sum over the lattice may then be extended to all integers and reordered with x′ = x+i:

Σ_(x=0..N−1) q(x) t_s(x,N) = s! (−1)^s Σ_(x′=s..N−1) f(x′) Σ_i (−1)^i C(s,i) q(x′−i).   (27)

The inner sum is the s-fold backward difference of q. It is zero when q has degree below s, so

Σ_(ν=−l..l) p_s(ν) p_(s′)(ν) = 0   for s ≠ s′.   (28)

For s ≤ N−1 = 2l the norm is positive. Taking q = t_s, the inner sum is s! times the leading coefficient, s! C(2s,s) > 0, and (−1)^s f(x′) > 0 on s ≤ x′ ≤ N−1, because C(x′,s) > 0 and C(x′−N,s) is a product of s negative factors over s!. For s ≥ N the support of f̃ is empty, so t_s vanishes at every lattice point and (28) holds only trivially. True orthogonality therefore involves the 2l+1 polynomials s = 0…2l, which is also the range of the integer inversion. For s ≥ 2l+1, p_s(n) is divisible by the product of (n−j) over j = −l…l. For l = 1 and s = 3, t_3 with N = 3 is n(20n² − 20) = 20(n−1)n(n+1).

The sum (28) runs over values of ν for which no bound state with this l exists. It is a property of the polynomial in n, and its practical use is as a check on an implementation. The program builds p_s by interpolating the directly integrated moments at physical n, continues it to ν = −l…l for l = 1, 2, 3, and tests (28), the parity and the vanishing for s ≥ 2l+1. It tests (20) and (26) exactly for s up to 7.

## 8. Classical limit

Let n and l grow with z = 2n/N = n/(l+½) fixed and s a fixed non-negative integer. Count y and N as of degree one. In (24) the term s³t_(s−1) is two degrees lower than the others, so by induction t_s = t_s⁰ + (terms of degree s−2 and lower), where t_s⁰ is homogeneous of degree s and obeys (s+1)t⁰_(s+1) = (2s+1)y t⁰_s − sN² t⁰_(s−1). Writing t_s⁰ = N^s Π_s(z),

(s+1)Π_(s+1) = (2s+1)zΠ_s − sΠ_(s−1),   Π_0 = 1,   Π_1 = z.   (29)

The P_s of (11) solves (29). Let α → ∞ in (21) with m/α = ξ fixed. Then e_j → (−ξ)^j, F_s → Σ c_j(−ξ)^j = P_s(1+2ξ), and (21) divided by α becomes (29) with z = 1+2ξ; also P_0 = 1 and P_1 = 1 + (−2)(−ξ) = z. So Π_s = P_s, the Legendre polynomial.

An integral also solves (29). Let I_s = (1/π)∫₀^π [z − √(z²−1) cos η]^s dη for z ≥ 1. Summing the geometric series in a small h gives Σ I_s h^s = (1/π)∫dη/(b₀ + b₁ cos η) with b₀ = 1−hz and b₁ = h√(z²−1). The substitution v = tan(η/2) turns this into (2/π)∫₀^∞ dv/[(b₀+b₁) + (b₀−b₁)v²] = (b₀²−b₁²)^(−1/2), and b₀²−b₁² = 1 − 2hz + h². The function G = (1−2hz+h²)^(−1/2) satisfies (1−2hz+h²) dG/dh = (z−h)G. The coefficient of h^s reads (s+1)I_(s+1) − 2szI_s + (s−1)I_(s−1) = zI_s − I_(s−1), which is (29), with I_0 = 1 and I_1 = z. Hence I_s = P_s(z).

Define e by z = (1−e²)^(−1/2), so that √(z²−1) = ez. Then P_s(z) = z^s K_s with K_s = (1/π)∫₀^π(1 − e cos η)^s dη, and N^s P_s = (2n)^s K_s. Equation (20) gives, to leading order,

⟨r^k⟩ ≈ A^k K_(k+1),   A = n²a/Z,   1 − e² = (l+½)²/n²,   (30)

because (1/2n)(na/2Z)^k (2n)^(k+1) = (n²a/Z)^k. This is the time average over a Kepler orbit. In atomic units, an orbit of energy −Z/(2A) and angular momentum Λ, with Λ² = ZA(1−e²), has (dr/dt)² = −Z/A + 2Z/r − Λ²/r² = (Z/(Ar²))[A²e² − (r−A)²], as expanding the bracket confirms. With r = A(1 − e cos η) we have dr = Ae sin η dη and dr/dt = √(Z/A) Ae sin η/r, so dt = √(A/Z) r dη. The time average of r^k is ∫r^(k+1)dη/∫r dη = A^k K_(k+1), since K_1 = 1. Matching the energy to −Z²/(2n²) gives A = n²/Z, and then Λ² = n²(1−e²) = (l+½)².

Relative to the exact moment, the error of (30) is O(n^(−2)) at fixed e and fixed k, since the dropped terms are two degrees lower and P_s(z) > 0 for z ≥ 1 by the integral form. The limit is not uniform in k. Each step of (24) drops the term s³t_(s−1), whose size relative to (s+1)t_(s+1) is below s²/y² by the inequality t_(s+1) ≥ y t_s of Section 9, and these step errors accumulate as s grows. For y close to N the explicit t_2, t_3 and t_4 give leading relative corrections 1/(2N²), 7/(2N²) and 25/(2N²). The recurrence singles out Λ = l+½ because it contains N² = 4(l+½)². Using Λ² = l(l+1) changes N² by 1, which is a change of the same order as the error; for ⟨r⟩ it even removes the error, as the explicit t_2 shows.

## 9. Notes for implementation

For integer k ≥ −1, start from t_0 = 1 and t_1 = 2n, run (24) upward with y = 2n and N = 2l+1, and apply (20). The t_s are integers, so in integer arithmetic the division by s+1 is exact. In floating point the subtraction in (24) is mild. Since n ≥ l+1, y > N. Suppose t_s ≥ y t_(s−1) > 0, which holds with equality at s = 1. Then s(N²−s²)t_(s−1) < sN² t_s/y < s y t_s, so (s+1)t_(s+1) > (2s+1)y t_s − s y t_s = (s+1)y t_s, and the supposition carries over to s+1. The subtracted term is thus always less than the fraction s/(2s+1) < ½ of the first term, and for s > 2l+1 it changes sign so that two positive terms are added. If the first term is D₁ and the subtracted one D₂ < D₁/2, relative errors of the inputs bounded by ε produce a relative error of at most ε(D₁+D₂)/(D₁−D₂) < 3ε in the result. This is a worst-case bound for one step, not the growth to be expected. The inequality t_(s+1) ≥ y t_s also states ⟨r^s⟩ ≥ (n²a/Z)⟨r^(s−1)⟩ for integer s ≥ 0.

For integer k from −2l−2 to −2, compute the partner ⟨r^(−k−3)⟩, whose power is at least −1, and use (15) with s = −k−2. Requests with k ≤ −2l−3 must be rejected.

The sum (13) may be used directly for integer s, and for non-integer s when m is small. For integer s ≥ 0 it has min(m,s)+1 terms, all positive, because (−m)_j and (−s)_j both have the sign (−1)^j. Consecutive terms have the ratio (j−m)(j−s)(j+s+1)/[(j+1)²(j+α+1)]. For non-integer s > 0 the factor (j−s) becomes positive once j > s, and from there on the terms alternate; for −1 < s < 0 they alternate from the start; s < −1 maps to s > 0 by F_s = F_(−s−1). When m is large and s is not an integer, (9) divided by J_m(1) = 2n(n+l)!/m! avoids the alternation, since all its terms are non-negative. The gamma functions should then be combined as logarithms to avoid overflow.

The form (19) must not be used with N = 2l+1 and s ≥ 2l+1. There (1−N)_s = 0 while denominators (1−N)_j of the series vanish. The recurrence (24) and the form (19) with N = −2l−1 are safe. The sum (18) has no vanishing denominator and is exact in rational arithmetic for both pairs (x,N) of (26). In floating point it should be used with x = n−l−1 and N = −2l−1, where all its terms are non-negative; with N = 2l+1 and s ≤ 2l the terms alternate in sign, and for large s their cancellation destroys the accuracy.

## 10. Worked example: the 10g state of sodium

The valence electron of Na in a state with n = 10 and l = 4 moves in the field of the Na⁺ core, of net charge Z = 1. Here m = 5, α = N = 9, y = 20, x = n+l = 14 and na/2Z = 5 bohr.

**Hydrogenic moments.** For s = 2 the series (13) stops at j = 2. Its terms are 1, then (−5)(−2)(3)/(1·10) = 3, then (−5)(−4)·(−2)(−1)·(3)(4)/(4·10·11) = 12/11. The sum is F_2 = 56/11, and with (α+1)_2 = 10·11 = 110 this gives t_2 = 110 × 56/11 = 560. The recurrence (24) gives the same value and the next two:

2t_2 = 3·20·20 − 1·(81−1)·1,   t_2 = 560,
3t_3 = 5·20·560 − 2·(81−4)·20,   t_3 = 17640,
4t_4 = 7·20·17640 − 3·(81−9)·560,   t_4 = 587160.

Equation (20) then gives

⟨r^(−1)⟩ = (1/20)(1/5)(1) = 1/100 bohr⁻¹,
⟨r⟩ = (1/20)(5)(560) = 140 bohr = 7.4085 nm,
⟨r²⟩ = (1/20)(5²)(17640) = 22050 bohr²,
⟨r³⟩ = (1/20)(5³)(587160) = 3669750 bohr³.

The Kramers recursion at s = 2 balances as 3·22050/100 − 5·140 + (2/4)(81−4)·1 = 1323/2 − 700 + 77/2 = 0, in bohr².

The negative powers come from (15) with 2Z/na = 1/5 bohr⁻¹:

s = 0:  ⟨r^(−2)⟩ = (1/5)(8!/9!)(1/100) = 1/4500 bohr⁻²,
s = 1:  ⟨r^(−3)⟩ = (1/5)³(7!/10!)(1) = 1/90000 bohr⁻³,
s = 2:  ⟨r^(−4)⟩ = (1/5)⁵(6!/11!)(140) = 5.7720058×10⁻⁹ × 140 = 8.0808081×10⁻⁷ bohr⁻⁴ = 1/1237500 bohr⁻⁴.

The downward chain agrees. At s = −1, ⟨r^(−3)⟩ = (1/4500)/20 = 1/90000 bohr⁻³. At s = −2, (23) reads −⟨r^(−2)⟩/100 + 3⟨r^(−3)⟩ − (77/2)⟨r^(−4)⟩ = 0, so ⟨r^(−4)⟩ = (2/77)[3/90000 − 1/(4500·100)] = 1/1237500 bohr⁻⁴.

At l = 4 the polynomial p_2(ν) = (3·4ν² − 80)/2 = 6ν² − 40 takes the values 56, 14, −16, −34, −40, −34, −16, 14, 56 on ν = −4…4. They sum to 2(56 + 14 − 16 − 34) − 40 = 0, which is orthogonality to p_0 = 1. The same polynomial at ν = 10 is 560.

The moments from k = −4 to 3 are also tested against a route that does not use the closed form of the state. The radial Hamiltonian is diagonalised in a finite basis whose exponential decay constant differs from 1/n. The eigenvalue with five states below it is −0.00500000 hartree, and the moments of its eigenvector agree with (14) within one part in a million.

**Kepler comparison.** A = 100 bohr and 1 − e² = (4.5/10)², so e = 0.893029. Quadrature over the orbit gives ⟨r³⟩ = 3.6310023×10⁶ bohr³, which differs from the exact 3.6697500×10⁶ bohr³ by −1.0559×10⁻² relative to the exact value. For n = 30, l = 13, where y and N are both tripled and e is unchanged, the relative error is −1.1837×10⁻³. The ratio of the two errors is 8.920, not exactly the 9 of the leading n^(−2) law. The explicit t_4 accounts for this. Write 8t_4 = D₄ + D₂ + 27, with D₄ the quartic part, which is the Kepler value, and D₂ = 130y² − 30N² = 130·400 − 30·81 = 49570 at n = 10. The relative error is ε = −(D₂+27)/(D₄+D₂+27), which is negative because y > N makes D₂ positive, and ε/(1+ε) = −(D₂+27)/D₄. Tripling multiplies D₄ by 81 and D₂ by 9, so ε′/(1+ε′) = −(D₂+3)/(9D₄). Dividing,

ε/ε′ = 9 × [(D₂+27)/(D₂+3)] × (1+ε)/(1+ε′) = 9 × (49597/49573) × (1 − 0.010559)/(1 − 0.0011837) = 8.920.

The shortfall from 9 comes from measuring the error relative to the exact value rather than the classical one; the factor 49597/49573 works slightly in the opposite direction.

**Core polarisation.** The inner classical turning point is A(1−e) = 100 × (1 − 0.893029) = 10.7 bohr, far outside a core whose size is roughly 1 to 2 bohr. In this non-penetrating regime the electron at distance r produces a field ℰ = 1/r² at the core. If the core follows adiabatically and only the dipole response is kept, its energy changes by −α_d ℰ²/2 = −α_d/(2r⁴), with α_d the static dipole polarisability of Na⁺. To first order,

ΔE = −α_d ⟨r^(−4)⟩/2.   (31)

The polarisability is computed by restricted Hartree–Fock in a uniform field of 0.01 atomic units, with an uncontracted even-tempered Gaussian basis of 18 s, 12 p and 6 d functions and exponents 0.1×2.2^i bohr⁻². The field-free energy is −161.6765 hartree. For a spherical ion the energy is even in the field, E(ℰ) = E(0) − α_dℰ²/2 + O(ℰ⁴), and the induced dipole is −dE/dℰ = α_dℰ + O(ℰ³). The energy route and the dipole route both give 0.9450 bohr³. A second basis of 15 s, 10 p and 6 d functions with exponents 0.07×2.6^i bohr⁻² gives 0.9451 bohr³. The fourth decimal is not converged: a larger basis of 20 s, 13 p and 9 d functions with exponents 0.06×2.1^i bohr⁻² gives about 0.9454 bohr³ at the same field, 0.9453 bohr³ when extrapolated to zero field, and a field-free energy of −161.6766 hartree. The Hartree–Fock value is thus 0.945 bohr³ to three decimals. Electron correlation in the core is absent at this level; a finite-field MP2 estimate in that larger basis, without f functions, gives about 1.00 bohr³, some 6 per cent higher. The value 0.9450 bohr³ is kept below as the model parameter. Then

ΔE = −0.9450 × 8.0808×10⁻⁷/2 = −3.818×10⁻⁷ hartree,

which corresponds to −2512 MHz. Writing the level as −1/[2(n−δ)²] = −1/(2n²) − δ/n³ − O(δ²/n⁴) hartree defines the quantum defect, δ = −n³ΔE = 3.818×10⁻⁴, with a relative correction of order δ/n.

First-order theory is tested by adding −α_d/(2r⁴) to the radial Hamiltonian in the same finite basis. The shift becomes −3.8216×10⁻⁷ hartree, which is 1.00093 times the first-order value, so higher orders deepen the level by about one part in a thousand of the shift. The program asserts the sign and that the change is below one per cent of the first-order shift. The sign is not fixed by a general rule, since the state is excited and lower g states push it upward in second order; the coupling to higher and continuum g states pushes it downward and, as the negative sign of the change shows, outweighs them. The comparison has a further limit. The potential −α_d/(2r⁴) overwhelms the centrifugal term l(l+1)/(2r²) for r² < α_d/20, well inside 1 bohr, and has no lowest state. The diagonalisation is meaningful only while the basis does not resolve that region, and the dependence of the ratio on basis size was not examined.

Model (31) omits penetration and exchange with the core, the quadrupole polarisation and non-adiabatic response of the core, core correlation, the finite nuclear mass and relativistic terms, none of which enters the numbers above. The shifts and the quantum defect above are those of the model. The basis dependence of α_d moves the shift by about 1 MHz, and the MP2 estimate of α_d would move it to about −4.05×10⁻⁷ hartree, or −2.66 GHz. Because of these omissions, only a rough size can be claimed for sodium: a lowering of the 10g level, measured from the hydrogenic level with the same reduced mass, by roughly 4×10⁻⁷ hartree, or 2 to 3 GHz, and a quantum defect of roughly 4×10⁻⁴, while the hydrogenic factor ⟨r^(−4)⟩ = 1/1237500 bohr⁻⁴ is exact within the Coulomb problem of Section 2.

Calculated quantities

```
Na 10g: n=10 l=4 Z=1 m=5 alpha=9 x=n+l=14
3F2 terms, s=2: 1, 3, 12/11 ; sum = 56/11 ; (al+1)_2 = 110
t_0 = 1
t_1 = 20
t_2 = 560
t_3 = 17640
t_4 = 587160
<r^-4> = 1/1237500 = 8.0808081e-07 bohr^-4
<r^-3> = 1/90000 = 1.1111111e-05 bohr^-3
<r^-2> = 1/4500 = 2.2222222e-04 bohr^-2
<r^-1> = 1/100 = 1.0000000e-02 bohr^-1
<r^0> = 1 = 1.0000000e+00 bohr^0
<r^1> = 140 = 1.4000000e+02 bohr^1
<r^2> = 22050 = 2.2050000e+04 bohr^2
<r^3> = 3669750 = 3.6697500e+06 bohr^3
<r> = 7.4085 nm
Kramers s=2 terms (bohr^2): 1323/2 -700 77/2
inversion factor s=2: 5.7720058e-09 bohr^-5
t_2 continued to n=-4..4 (l=4): [56, 14, -16, -34, -40, -34, -16, 14, 56]
Kepler: A = 100 bohr, e = 0.893029, <r^3> = 3.6310023e+06 bohr^3
Kepler rel. error (10,4) -1.0559e-02; (30,13) -1.1837e-03; ratio 8.920
RHF basis 18s12p6d, exponents 0.1*2.2^i bohr^-2, field 0.01 a.u.
E(Na+, RHF) = -161.6765 hartree
alpha_d energy 0.9450, dipole 0.9450 bohr^3
alpha_d check basis 15s10p6d, 0.07*2.6^i: 0.9451 bohr^3
unperturbed E = -0.00500000 hartree
first-order shift = -3.8180e-07 hartree = -2512.2 MHz
diagonalised shift = -3.8216e-07 hartree; ratio = 1.00093
quantum defect = 3.8180e-04
```
